# Bound hydrogenic orbitals miss helium's s-limit; Laguerre functions reach it, part 1

(Sections cited here and not found follow in the second part.)

A configuration-interaction (CI) calculation on helium in the bound $ns$ orbitals of He$^+$ has the look of a convergent one. The orbitals are orthonormal, there are infinitely many, and the energy falls monotonically in shrinking steps. It settles near $-2.84608$ hartree, whereas the lowest energy open to two $s$ electrons is $-2.879029$. The difference, $0.03295$ hartree or $0.897$ eV, is removed neither by more bound orbitals nor by extrapolation. Two Laguerre functions with one common exponent already give $-2.850225$, below the limit of the whole bound set.

### The model and the two calculations

Hartree atomic units are used, with a fixed point nucleus of charge $Z=2$ and no relativity. The state is a spin singlet and both electrons have $l=0$, so the spatial function is $\Psi(r_1,r_2)/(4\pi r_1r_2)$ with $\Psi$ symmetric, zero at $r_1=0$ and $r_2=0$, and normalized over $dr_1\,dr_2$. Only the average of $1/r_{12}$ over the cosine $\mu$ of the angle between the electrons acts on such a function:

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r_1^2+r_2^2-2r_1r_2\mu}}=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac{1}{r_>},$$

where $r_>$ and $r_<$ are the larger and the smaller radius. Hence

$$H=h_1+h_2+\frac1{r_>},\qquad h=-\frac12\frac{d^2}{dr^2}-\frac Zr .$$

The lowest eigenvalue $E_s$ is the s-limit, and $E_1$ is the next singlet level. The s-limit is not the helium energy, since orbitals with $l>0$ lower it further, by about $0.025$ hartree, to the known nonrelativistic value near $-2.9037$.

A reference for $E_s$ that uses no orbital expansion comes from the triangle $r_<\le r_>$, which determines a symmetric $\Psi$. With $y=r_>$ and $t=r_</r_>$ the area element is $y\,dy\,dt$, and the chain rule gives $\partial_{r_<}=y^{-1}\partial_t$ and $\partial_{r_>}=\partial_y-(t/y)\partial_t$. In a basis $t\,y^2e^{-\alpha y}$ times polynomials in $t$ and $y$, every matrix element is a sum of products of one-dimensional integrals that Gauss-Legendre and Gauss-Laguerre rules evaluate exactly. The variational problem with 20 polynomials in $t$, 26 in $y$ and $\alpha=1.5$ gives $E_s=-2.879029$ and $E_1=-2.14420$.

For CI in $N$ orthonormal orbitals the configurations are $\Phi_{ab}=n_{ab}(ab+ba)$ with $a\ge b$, where $ab$ means orbital $a$ for electron 1 times orbital $b$ for electron 2. Normalization requires $n_{ab}=1/\sqrt2$ for $a\ne b$ and $n_{aa}=1/2$. The element $\langle\Phi_{ab}|H|\Phi_{cd}\rangle$ has four terms, equal in pairs because $H$ is symmetric in the electrons:

$$\langle\Phi_{ab}|H|\Phi_{cd}\rangle=2n_{ab}n_{cd}\big(\langle ab|H|cd\rangle+\langle ab|H|dc\rangle\big),$$

$$\langle ab|H|cd\rangle=h_{ac}\delta_{bd}+\delta_{ac}h_{bd}+W_{ac,bd}+W_{bd,ac}.$$

The last two terms are the regions $r_1>r_2$ and $r_2>r_1$, with $W_{ac,bd}=\int_0^\infty dr\,r^{-1}\rho_{ac}(r)\int_0^r\rho_{bd}(r')\,dr'$ and $\rho_{ac}$ the product of orbitals $a$ and $c$. These integrals were evaluated on Gauss-Legendre panels in $\sqrt r$, and the CI matrix was diagonalized. The orbitals are the hydrogenic $u_n$ and the Laguerre functions $\varphi_m$ with exponent $k=2$ per bohr, both defined below; $\langle r\rangle$ is the mean radius of the last orbital, in bohr.

| $N$ | $E$, hydrogenic | $\langle r\rangle$ | $E$, Laguerre | $\langle r\rangle$ |
|---|---|---|---|---|
| 1 | −2.750000 | 0.75 | −2.750000 | 0.75 |
| 2 | −2.830995 | 3 | −2.850225 | 1.25 |
| 3 | −2.839449 | 6.75 | −2.878116 | 1.75 |
| 6 | −2.844340 | 27 | −2.878939 | 3.25 |
| 10 | −2.845429 | 75 | −2.879010 | 5.25 |
| 20 | −2.845912 | 300 | −2.879026 | 10.25 |
| 30 | −2.846005 | 675 | −2.879028 | 15.25 |
| 40 | −2.846038 | 1200 | | |

Both sets of radii grow without bound, so growth of the radius does not by itself condemn a basis. What condemns the bound set is how little weight each new orbital keeps inside the atom; for an orthonormal set, an unbounded total weight there is necessary for completeness, though not sufficient.

### Radii of the bound orbitals

Put $E=-\kappa^2/2$, $x=2\kappa r$ and $u=re^{-\kappa r}F$ in $hu=Eu$. Since $u''=e^{-\kappa r}[rF_{rr}+(2-2\kappa r)F_r+(\kappa^2r-2\kappa)F]$ must equal $(\kappa^2-2Z/r)u$, division by $2\kappa e^{-\kappa r}$ leaves

$$xF_{xx}+(2-x)F_x+\Big(\frac Z\kappa-1\Big)F=0 .$$

This is the Laguerre equation $xL''+(\alpha+1-x)L'+jL=0$ with $\alpha=1$, and the polynomial solutions have $j=n-1$, $\kappa=Z/n$. Three standard properties of these polynomials are needed: orthogonality with weight $x^\alpha e^{-x}$ and squared norm $\eta_j=(j+\alpha)!/j!$, the value $L^\alpha_j(0)=(j+\alpha)!/(j!\,\alpha!)$, and the recurrence $xL_j^\alpha=-(j+1)L^\alpha_{j+1}+(2j+\alpha+1)L^\alpha_j-(j+\alpha)L^\alpha_{j-1}$.

For $\alpha=1$, $j=n-1$ one has $\eta_j=n$. The recurrence gives $\int x^2e^{-x}(L^1_{n-1})^2dx=2n\cdot n$, so a prefactor $\mathcal N$ obeys $\mathcal N^2(2\kappa)^{-3}2n^2=1$ and

$$u_n=\frac{2\kappa^{3/2}}{n}\,re^{-\kappa r}L^1_{n-1}(2\kappa r),\qquad u_n'(0)=2\kappa^{3/2}=2Z^{3/2}n^{-3/2}.$$

The integral $\int x^3e^{-x}(L^1_{n-1})^2dx$ is the squared norm of $xL^1_{n-1}$, which the recurrence gives as $n^2(n+1)+(2n)^2n+n^2(n-1)=6n^3$. Therefore

$$\langle r\rangle_n=\frac{4\kappa^3}{n^2}\,\frac{6n^3}{(2\kappa)^4}=\frac{3n}{2\kappa}=\frac{3n^2}{2Z}.$$

### One shape inside the atom, with weight $n^{-3}$

Let $v_\kappa$ be the solution with $v_\kappa(0)=0$, $v_\kappa'(0)=1$, so that $u_n=2\kappa^{3/2}v_\kappa$. Its series $\sum_{j\ge1}c_jr^j$, inserted in $v''=(\kappa^2-2Z/r)v$, obeys $c_1=1$, $c_0=0$ and

$$j(j+1)c_{j+1}=-2Zc_j+\kappa^2c_{j-1}.$$

For all $\kappa\le Z$, $|c_j|\le(3Z)^{j-1}/(j-1)!$. By induction, inserting this bound for $c_j$ and $c_{j-1}$ gives $|c_{j+1}|\le\frac{(3Z)^j}{j!}\,\frac{6+(j-1)}{9(j+1)}$, and the last fraction is below one. Two things follow. First, $|v_\kappa|\le re^{3Zr}$ for every $n$. Second, the series converges uniformly in $\kappa$ on any interval $[0,R]$ and each $c_j$ is a polynomial in $\kappa^2$, so $v_\kappa\to v_0$ uniformly as $n\to\infty$. At $\kappa=0$ the recurrence solves to $c_{j+1}=(-2Z)^j/[j!(j+1)!]$. The Bessel series $J_1(\sqrt{8Zr})=\sqrt{2Zr}\sum_j(-2Zr)^j/[j!(j+1)!]$ identifies $v_0=\sqrt{r/2Z}\,J_1(\sqrt{8Zr})$, and

$$n^{3/2}u_n\to f_0=\sqrt2\,Z\sqrt r\,J_1(\sqrt{8Zr}),\qquad n^3\int_0^Ru_n^2\,dr\to B(R)=\int_0^Rf_0^2\,dr .$$

Inside a fixed radius all high orbitals are the same function $f_0$, because their binding energy is negligible there against $Z/r$.

The link with the radii appears at large $R$. With $s=\sqrt{8Zr}$, $r\,dr=s^3ds/(32Z^2)$ and $B=\frac1{16}\int_0^{Y}s^3J_1^2\,ds$, $Y=\sqrt{8ZR}$. The large-argument form $J_1^2\approx(2/\pi s)\cos^2(s-3\pi/4)=(1-\sin2s)/(\pi s)$ gives $B\approx\frac1{16\pi}\big(\frac13Y^3+\frac12Y^2\cos2Y\big)$. The smooth part is $B_{\rm cl}=Y^3/(48\pi)$, and the oscillating part is at most $1.5/Y$ relative to it at this order. Substituting $n^2=2Z\langle r\rangle_n/3$,

$$\int_0^Ru_n^2\,dr\approx\frac{(8ZR)^{3/2}}{48\pi n^3}=\frac{(12R/\langle r\rangle_n)^{3/2}}{48\pi}=\frac{\sqrt3}{2\pi}\Big(\frac{R}{\langle r\rangle_n}\Big)^{3/2},$$

valid for $1/Z\ll R\ll\langle r\rangle_n$. This is a classical dwell time. A radial orbit of energy $-Z/2\ell$, $\ell=n^2/Z$, has speed $\sqrt{2Z/r-Z/\ell}$; the substitution $r=\ell(1-\cos\theta)$ turns the period into $2\ell^{3/2}Z^{-1/2}\int_0^\pi(1-\cos\theta)d\theta=2\pi n^3/Z^2$. The time inside $R$ is $2\int_0^R\sqrt{r/2Z}\,dr=\frac43R^{3/2}/\sqrt{2Z}$, independent of $n$. The ratio is $2Z^2R^{3/2}/(3\pi\sqrt{2Z}\,n^3)$, which equals $B_{\rm cl}/n^3$ because $(8Z)^{3/2}=32Z^2/\sqrt{2Z}$.

Take $R=3$ bohr, which holds the fraction $0.993$ of the electron density of the 30-function Laguerre ground state. Then $Y^2=48$ and $B_{\rm cl}=48^{3/2}/(48\pi)=2.2053$, while Gauss quadrature gives $B=2.2724$. The weights inside $R$ for $n=1,2,3,5,10$ are $0.99948$, $0.53647$, $0.11067$, $0.01996$, $0.00232$; the last is close to $B/10^3=0.00227$.

Incompleteness follows from summability. Define $T(R)=\sum_n\int_0^Ru_n^2\,dr$. It is finite, because $u_n^2\le4Z^3n^{-3}r^2e^{6Zr}$ and $\sum n^{-3}$ converges. Suppose the $u_n$ were complete, and take $M$ orthonormal functions $\psi_j$ that vanish beyond $R$. Parseval's identity gives $1=\sum_n\langle\psi_j|u_n\rangle^2$ for each $j$. Summing over $j$ and applying Bessel's inequality to the part of $u_n$ inside $R$,

$$M=\sum_n\sum_{j=1}^M\langle\psi_j|u_n\rangle^2\le\sum_n\int_0^Ru_n^2\,dr=T(R).$$

Since $M$ is arbitrary, this is impossible.

Quadrature for $n\le400$ plus the tail $B\sum_{n>400}n^{-3}$ gives $T(3)=1.7465$. A finer measure is the spectrum. Let $P=\sum_n|u_n\rangle\langle u_n|$, and let $G$ map a function on $[0,R]$ to its overlaps with the $u_n$. Then $G^\dagger G$ is $P$ restricted to $[0,R]$, $GG^\dagger$ is the matrix $\int_0^Ru_nu_m\,dr$, and the two share their nonzero eigenvalues. For $n,m\le400$ these are $0.9999$, $0.7332$, $0.0134$ and, to four decimals, $0.0000$. Inside 3 bohr the bound spectrum represents one function almost fully and a second to 73 percent of its squared norm; any function that vanishes beyond 3 bohr and is orthogonal to these two has less than 1.4 percent of its squared norm in the bound space.

### The missing continuum for one electron, in closed form

By the spectral theorem for the self-adjoint operator $h$, what $P$ misses lies in the positive-energy eigenfunctions $u_E$, $E=p^2/2$. The division is explicit for $\chi=2\zeta^{3/2}re^{-\zeta r}$.

Differentiation gives $h\chi=-\frac12\zeta^2\chi+(\zeta-Z)\chi/r$. Integrating by parts in $\langle\chi|h+\frac12\kappa^2|v_\kappa\rangle=0$, with no boundary terms for bound or oscillating $v_\kappa$,

$$\langle\chi|v_\kappa\rangle=\frac{2(\zeta-Z)}{\zeta^2-\kappa^2}\,\langle\chi|r^{-1}|v_\kappa\rangle .$$

The regular solution of the equation for $F$ is $F=\sum_j(\beta)_jx^j/[(j+1)!\,j!]$, with $\beta=1-Z/\kappa$ and $(\beta)_j=\beta(\beta+1)\cdots(\beta+j-1)$. With $\sigma=\zeta+\kappa$, termwise integration uses $\int r^{j+1}e^{-\sigma r}dr=(j+1)!/\sigma^{j+2}$, and what remains is a binomial series:

$$\int_0^\infty re^{-\sigma r}F\,dr=\frac1{\sigma^2}\sum_j\frac{(\beta)_j}{j!}\Big(\frac{2\kappa}\sigma\Big)^j=\frac1{\sigma^2}\Big(\frac{\zeta-\kappa}{\zeta+\kappa}\Big)^{-\beta}=\frac{1}{\zeta^2-\kappa^2}\Big(\frac{\zeta-\kappa}{\zeta+\kappa}\Big)^{Z/\kappa}.$$

Multiplying by $2\zeta^{3/2}$, by the factor above and by $2\kappa^{3/2}$,

$$S_n=\langle\chi|u_n\rangle=\frac{8(\zeta\kappa)^{3/2}(\zeta-Z)}{(\zeta^2-\kappa^2)^2}\Big(\frac{\zeta-\kappa}{\zeta+\kappa}\Big)^{n},\qquad\kappa=\frac Zn .$$

For $n=1$ this is $8(\zeta Z)^{3/2}/(\zeta+Z)^3$, and for $\zeta=Z$ all other $S_n$ vanish.

For the continuum set $\kappa=ip$. The binomial series converges for large $\zeta$, and both sides are analytic in $\zeta$ for $\zeta>0$, so the result holds there on the branch that tends to one at large $\zeta$. With $(\zeta-ip)/(\zeta+ip)=e^{-2i\theta}$, $\theta=\arctan(p/\zeta)$, the power $Z/(ip)$ gives $e^{-2Z\theta/p}$.

The normalization needs the amplitude of $v$ at large $r$. For two solutions $u$, $\tilde u$ at energies $E$, $\tilde E$, the equations give $(E-\tilde E)\int_0^Lu\tilde u\,dr=\frac12[u\tilde u'-\tilde uu']_L$. If both approach $D\sin\phi$ with $\phi\approx pr$ up to a logarithm, the bracket is $D^2p\sin(\phi-\tilde\phi)$ for nearby $p$. With $E-\tilde E\approx p(p-\tilde p)$ and $\sin(\epsilon L)/\epsilon\to\pi\delta(\epsilon)$ the integral tends to $\frac\pi2D^2\delta(p-\tilde p)=\frac\pi2D^2p\,\delta(E-\tilde E)$. Energy normalization thus means $D^2=2/(\pi p)$. Let $\eta=Z/p$, so $\beta=1+i\eta$. Expanding the exponential and using the Euler beta integral term by term reproduces the series of $F$ from

$$v=\frac{re^{-ipr}}{|\Gamma(1+i\eta)|^2}\int_0^1e^{2iprt}\,t^{i\eta}(1-t)^{-i\eta}dt .$$

At large $r$ the endpoints dominate. The point $t=0$ contributes $\Gamma(1+i\eta)(-2ipr)^{-1-i\eta}$, and since $-i=e^{-i\pi/2}$ its modulus is $|\Gamma(1+i\eta)|e^{-\pi\eta/2}/(2pr)$. Under $t\to1-t$ the point $t=1$ contributes the complex conjugate term to $v$. The amplitude of $v$ is therefore $e^{-\pi\eta/2}/(p|\Gamma(1+i\eta)|)$, and with $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ its square is $(1-e^{-2\pi\eta})/(2\pi\eta p^2)$. Dividing $2/(\pi p)$ by this gives $u_E'(0)^2=4Z/(1-e^{-2\pi\eta})$. The weight of $\chi$ per unit energy is then

$$\frac{dw}{dE}=\frac{64Z\zeta^3(\zeta-Z)^2}{(\zeta^2+p^2)^4}\,\frac{\exp[-4(Z/p)\arctan(p/\zeta)]}{1-e^{-2\pi Z/p}} .$$

As $p\to0$ it tends to $64Z(\zeta-Z)^2\zeta^{-5}e^{-4Z/\zeta}$. The bound weight per unit energy, $S_n^2/(dE_n/dn)=n^3S_n^2/Z^2$, has the same limit, because $[(\zeta-\kappa)/(\zeta+\kappa)]^{2n}\to e^{-4Z/\zeta}$. The spectral density passes smoothly through the threshold, and the Rydberg series samples only the short stretch below it. Above it the density falls on the scale $p\sim\zeta$ and only as $p^{-7}$ at large $p$.

The natural exponent for helium comes from the product $\chi\chi$. Here $\langle\chi|h|\chi\rangle=-\frac12\zeta^2+(\zeta-Z)\zeta=\frac12\zeta^2-Z\zeta$, using $\langle1/r\rangle=\zeta$. The charge inside $r$ is $1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)$, so $W=\zeta-4\zeta\big(\frac1{16}+\frac1{16}+\frac3{64}\big)=\frac5{16}\zeta$ and the repulsion is $2W=\frac58\zeta$. The energy $\zeta^2-2Z\zeta+\frac58\zeta$ equals $-2.75$ at $\zeta=2$, the first row of the table, and has its minimum $-\zeta^2$ at $\zeta=Z-\frac5{16}=1.6875$. That minimum, $-1.6875^2=-2.8477$, lies below the limit of the full bound CI: one product with a screened exponent beats all configurations of bound He$^+$ orbitals.

At this $\zeta$, $S_1^2=64(2\times1.6875)^3/(1.6875+2)^6=0.978609$, and $n=2,3,4$ give $0.011036$, $0.001774$, $0.000622$. Summation over all $n$ gives $0.992888$, and adaptive quadrature of $dw/dE$ gives $0.007112$, which completes unity. Of the $0.021391$ that $1s$ does not supply, the continuum holds $0.007112/0.021391$, one third. The threshold density is $0.007977$ per hartree, and the mean energy of the continuum part is $1.698$ hartree. The orbital is more diffuse than $u_1$, and it still needs continuum waves, because its shape inside the atom is not among those the bound set offers.

The bound orbitals are incomplete because their total weight inside any fixed radius is finite, and for a screened $1s$ orbital the continuum holds one third of what the bound $1s$ does not supply. It remains to relate the size of the helium stall to this missing weight, and to show why Laguerre functions with a common exponent converge to the s-limit.
